# Converging the Triplet–Singlet Splitting of the Linear T⊗t2 Jahn–Teller Problem: a numerical check

```python
"""Linear T x t2 Jahn-Teller problem in a truncated oscillator basis.

Result under test: H/(hbar w) = sum(n_i + 1/2) + k sum(q_i T_i) has a T2
ground level; its distance to the lowest A1 level (the splitting) falls
from 1 as k grows, and at fixed k it converges with the phonon cutoff N
within a Temple bound computed from leakage out of the top phonon shell.
Symbols: q_i dimensionless coordinate, T_i electronic coupling matrix,
k coupling strength, E_JT = (2/3) k^2 hbar w, N largest total phonon number.
Energies are in units of hbar w unless a name ends in _mev.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import minimize
from scipy.sparse import coo_matrix, csr_matrix, diags, identity, kron
from scipy.sparse.linalg import eigsh
from scipy.special import gammaln

rng = np.random.default_rng(7)

T2_MATRICES = []
for axis in range(3):
    matrix = np.zeros((3, 3))
    first, second = [j for j in range(3) if j != axis]
    matrix[first, second] = matrix[second, first] = 1.0
    T2_MATRICES.append(matrix)
E_MATRICES = [np.diag([-0.5, -0.5, 1.0]),
              np.diag([np.sqrt(3) / 2, -np.sqrt(3) / 2, 0.0])]
A_LABEL = (1, 1)       # block with A1, A2, E
T_LABEL = (-1, -1)     # block with the z components of T1, T2


def compositions(total, parts):
    if parts == 1:
        yield (total,)
        return
    for head in range(total + 1):
        for tail in compositions(total - head, parts - 1):
            yield (head,) + tail


def rotation_label(electron, n):
    """Characters under the twofold rotations about x and y."""
    signs = []
    for axis in (0, 1):
        sign = 1 if electron == axis else -1
        odd = (n[0] + n[1] + n[2] - n[axis]) % 2
        signs.append(-sign if odd else sign)
    return tuple(signs)


def build(matrices, cutoff, label=None):
    """Shell-ordered basis and one coupling matrix q_i T_i per mode."""
    modes = len(matrices)
    basis = [(e, n) for total in range(cutoff + 1)
             for n in compositions(total, modes) for e in range(3)
             if label is None or rotation_label(e, n) == label]
    index = {state: i for i, state in enumerate(basis)}
    counts = np.array([sum(n) for e, n in basis])
    couplings = []
    for mode, matrix in enumerate(matrices):
        rows, cols, values = [], [], []
        for col, (e, n) in enumerate(basis):
            raised = n[:mode] + (n[mode] + 1,) + n[mode + 1:]
            for f in range(3):
                if matrix[f, e] != 0.0:
                    row = index.get((f, raised))
                    if row is not None:
                        rows.append(row)
                        cols.append(col)
                        values.append(matrix[f, e]
                                      * np.sqrt((n[mode] + 1) / 2))
        up = coo_matrix((values, (rows, cols)),
                        shape=(len(basis), len(basis))).tocsr()
        couplings.append(up + up.T)
    return index, counts, couplings


def hamiltonian(block, strengths):
    index, counts, couplings = block
    total = diags(counts + len(couplings) / 2).tocsr()
    for strength, coupling in zip(strengths, couplings):
        total = total + strength * coupling
    return total.tocsr()


def lowest(block, strengths, cutoff):
    """Two lowest levels, residual norm and ground vector at a cutoff."""
    full = hamiltonian(block, strengths)
    size = np.count_nonzero(block[1] <= cutoff)
    small = full[:size, :size]
    if size < 300:
        values, vectors = eigh(small.toarray())
    else:
        values, vectors = eigsh(small, k=2, which="SA", ncv=30,
                                v0=rng.standard_normal(size))
        order = np.argsort(values)
        values, vectors = values[order], vectors[:, order]
    vector = vectors[:, 0]
    leak = np.linalg.norm(full[size:, :size] @ vector)
    return values[0], values[1], leak, vector


def check_symmetry(a_block, t_block, a_vector, t_vector):
    """Lowest states must be A1 and T2, not E, A2 or T1."""
    modes = len(a_block[2])
    amplitudes = []
    for i in range(3):
        n = tuple(1 if j == i else 0 for j in range(modes))
        amplitudes.append(a_vector[a_block[0][(i, n)]])
    assert np.ptp(amplitudes) < 1e-6 and abs(amplitudes[0]) > 1e-3
    assert abs(t_vector[t_block[0][(2, (0,) * modes)]]) > 1e-3


def splitting(a_block, t_block, strengths, cutoff):
    """Splitting, error bound and raw data for both levels."""
    a_data = lowest(a_block, strengths, cutoff)
    t_data = lowest(t_block, strengths, cutoff)
    bound = max(d[2]**2 / (0.5 * (d[1] - d[0])) for d in (a_data, t_data))
    return a_data[0] - t_data[0], bound, a_data, t_data


def surface(q, matrices, k):
    """Lowest adiabatic energy at fixed coordinates q."""
    electronic = k * sum(x * m for x, m in zip(q, matrices))
    return 0.5 * np.dot(q, q) + np.linalg.eigvalsh(electronic)[0]


def hessian(q, k, h=1e-3):
    result = np.zeros((3, 3))
    unit = np.eye(3) * h
    for i in range(3):
        for j in range(3):
            result[i, j] = sum(
                a * b * surface(q + a * unit[i] + b * unit[j],
                                T2_MATRICES, k)
                for a in (1, -1) for b in (1, -1)) / (4 * h * h)
    return np.linalg.eigvalsh(result)


def well_energy(block, k):
    """Rayleigh quotient of one displaced well projected on a block."""
    index, counts, couplings = block
    alpha = -(2 * k / 3) / np.sqrt(2)
    n = np.array([state[1] for state in index])
    logs = n * np.log(abs(alpha)) - gammaln(n + 1) / 2 - alpha**2 / 2
    vector = np.exp(logs.sum(axis=1)) * (-1.0)**n.sum(axis=1)
    h = hamiltonian(block, [k] * 3)
    return vector @ (h @ vector) / (vector @ vector)


def well_splitting(k):
    x = 8 * k * k / 9
    return 4 * x / (np.expm1(x) * (3 + np.exp(-x)))


# Example inputs: round model parameters
phonon_mev, jt_mev, mass_u = 40.0, 80.0, 12.0
e_mode_jt_mev, strain_mev = 20.0, 1.0
ratio = jt_mev / phonon_mev
k_ex = np.sqrt(1.5 * ratio)
mev = 1e-3 * const.e
mass = mass_u * const.atomic_mass
length = const.hbar / np.sqrt(mass * phonon_mev * mev)
force = k_ex * phonon_mev * mev / length
omega = phonon_mev * mev / const.hbar
assert np.isclose(2 * force**2 / (3 * mass * omega**2), jt_mev * mev)

# Adiabatic surface: numerical minimum, curvatures and saddle
options = {"xatol": 1e-9, "fatol": 1e-12, "maxiter": 4000}
found = minimize(surface, [-0.7, -0.9, -1.1], args=(T2_MATRICES, k_ex),
                 method="Nelder-Mead", options=options)
assert abs(found.fun + 2 * k_ex**2 / 3) < 1e-8
assert np.allclose(np.abs(found.x), 2 * k_ex / 3, atol=1e-4)
well_curvatures = hessian(found.x, k_ex)
assert np.allclose(well_curvatures, [2 / 3, 2 / 3, 1], atol=1e-4)
saddle = np.array([0.0, 0.0, -k_ex])
assert np.allclose(hessian(saddle, k_ex), [-1, 1, 1], atol=1e-4)
for i in range(3):
    step = 1e-4 * np.eye(3)[i]
    slope = (surface(saddle + step, T2_MATRICES, k_ex)
             - surface(saddle - step, T2_MATRICES, k_ex)) / 2e-4
    assert abs(slope) < 1e-6
barrier = surface(saddle, T2_MATRICES, k_ex) - found.fun
assert abs(barrier - ratio / 4) < 1e-8

print(f"phonon energy {phonon_mev:.1f} meV, E_JT {jt_mev:.1f} meV, "
      f"mass {mass_u:.1f} u")
print(f"coupling k = {k_ex:.4f}, k^2 = {k_ex**2:.3f} (dimensionless)")
print(f"oscillator length = {length * 1e12:.3f} pm")
print(f"force F = {force / const.e * 1e-9:.3f} eV/nm")
print(f"distance of a well from the centre = "
      f"{np.linalg.norm(found.x) * length * 1e12:.2f} pm")
print(f"barrier between wells = {barrier * phonon_mev:.2f} meV")
print("well curvatures / (M w^2) = "
      + ", ".join(f"{c:.4f}" for c in well_curvatures))

# Blocks are built once and sliced at every smaller cutoff
N_REF = 34
a_block = build(T2_MATRICES, N_REF + 1, A_LABEL)
t_block = build(T2_MATRICES, N_REF + 1, T_LABEL)

# Weak coupling against second-order perturbation theory
k_weak = 0.05
weak = splitting(a_block, t_block, [k_weak] * 3, 8)
weak_slope = (1 - weak[0]) / k_weak**2
assert abs(weak_slope - 1) < 0.02       # remainder is of order k^2
t_slope = (1.5 - weak[3][0]) / k_weak**2
a_slope = (2.5 - weak[2][0]) / k_weak**2
assert abs(t_slope - 1) < 0.02 and abs(a_slope - 2) < 0.04
e_slope = (2.5 - weak[2][1]) / k_weak**2
t1_slope = (2.5 - weak[3][1]) / k_weak**2
assert abs(e_slope - 0.5) < 0.03 and abs(t1_slope - 1.5) < 0.04
print(f"weak coupling: (1 - splitting)/k^2 = {weak_slope:.4f} "
      f"at k = {k_weak}")

# Real-space sinc grid, which uses no oscillator functions
k_grid = np.sqrt(1.5)
spacing, half = 0.6, 9
points = np.arange(-half, half + 1)
gap = points[:, None] - points[None, :]
safe = np.where(gap == 0, 1, gap)
kinetic = np.where(gap == 0, np.pi**2 / 6,
                   (-1.0)**np.abs(gap) / safe**2) / spacing**2
x = points * spacing
one_d = csr_matrix(kinetic + np.diag(x * x / 2))
eye = identity(len(x), format="csr")
position = diags(x).tocsr()


def on_axis(operator, axis):
    parts = [operator if i == axis else eye for i in range(3)]
    return kron(kron(parts[0], parts[1]), parts[2], format="csr")


grid_h = kron(identity(3), sum(on_axis(one_d, i) for i in range(3)),
              format="csr")
for i in range(3):
    grid_h = grid_h + k_grid * kron(csr_matrix(T2_MATRICES[i]),
                                   on_axis(position, i), format="csr")
grid_levels = np.sort(eigsh(grid_h.tocsr(), k=5, which="SA", ncv=40,
                            tol=1e-9, return_eigenvectors=False,
                            v0=rng.standard_normal(grid_h.shape[0])))
grid_t = grid_levels[0]
grid_a = grid_levels[grid_levels > grid_t + 0.01][0]
same = splitting(a_block, t_block, [k_grid] * 3, 24)
assert abs(grid_t - same[3][0]) < 1e-4   # finite box and grid spacing
assert abs(grid_a - same[2][0]) < 1e-4
print(f"E_JT = 1 hbar w: splitting {same[0]:.6f} (oscillators), "
      f"{grid_a - grid_t:.6f} (grid) hbar w")

# Cutoff history of the example
reference = splitting(a_block, t_block, [k_ex] * 3, N_REF)
print("cutoff history of the example: N, basis size, E(T2), E(A1), "
      "splitting in meV")
previous = (np.inf, np.inf)
for cutoff in (2, 4, 6, 8, 10, 12, 16, 20):
    data = splitting(a_block, t_block, [k_ex] * 3, cutoff)
    levels = (data[3][0], data[2][0])
    assert all(new <= old + 1e-10 for new, old in zip(levels, previous))
    previous = levels
    size = 3 * (cutoff + 1) * (cutoff + 2) * (cutoff + 3) // 6
    print(f"  {cutoff:2d} {size:5d} {levels[0] * phonon_mev:10.5f} "
          f"{levels[1] * phonon_mev:10.5f} {data[0] * phonon_mev:9.5f}")

# Coupling scan with an automatic, certified cutoff
target = 1e-4
print("scan: E_JT/hw, N needed, splitting/hw, error bound/hw, "
      "true error/hw, mean phonons, well estimate/hw")
last = 1.0
for depth in (0.5, 1.0, 2.0, 3.0, 4.0, 6.0):
    k = np.sqrt(1.5 * depth)
    exact = splitting(a_block, t_block, [k] * 3, N_REF)
    a_ref, t_ref = exact[2], exact[3]
    check_symmetry(a_block, t_block, a_ref[3], t_ref[3])
    assert t_ref[0] < a_ref[0] < min(a_ref[1], t_ref[1])
    for cutoff in range(4, N_REF, 2):
        data = splitting(a_block, t_block, [k] * 3, cutoff)
        if 0 < data[1] < target * data[0]:
            break
    else:
        raise AssertionError("cutoff search did not converge")
    error = abs(data[0] - exact[0])
    assert error <= data[1] + 1e-10      # eigensolver rounding
    assert 0 < exact[0] < last
    last = exact[0]
    a_well, t_well = well_energy(a_block, k), well_energy(t_block, k)
    assert abs(a_well - t_well - well_splitting(k)) < 1e-8
    assert a_well >= a_ref[0] and t_well >= t_ref[0]
    weights = t_ref[3]**2
    mean = weights @ t_block[1][:len(weights)]
    print(f"  {depth:3.1f} {cutoff:2d} {exact[0]:.6f} {data[1]:.1e} "
          f"{error:.1e} {mean:6.3f} {well_splitting(k):.6f}")
frozen = splitting(a_block, t_block, [k] * 3, 6)[0]
assert abs(frozen / exact[0] - 1) > 0.5
print(f"frozen cutoff N = 6 at E_JT = {depth:.0f} hw: splitting "
      f"{frozen:.6f} hw instead of {exact[0]:.6f} hw")

delta_mev = reference[0] * phonon_mev
print(f"example: converged splitting = {delta_mev:.4f} meV = "
      f"{delta_mev * mev / const.h * 1e-12:.4f} THz")

# Full, unblocked diagonalization: degeneracy, strain and temperature
N_FULL = 12
full_block = build(T2_MATRICES, N_FULL)
full_h = hamiltonian(full_block, [k_ex] * 3).toarray()
levels = eigvalsh(full_h)
blocked = splitting(a_block, t_block, [k_ex] * 3, N_FULL)
assert np.allclose(levels[:3], blocked[3][0], atol=1e-9)
assert abs(levels[3] - blocked[2][0]) < 1e-9
assert levels[4] - levels[3] > 1e-3

bare = strain_mev / phonon_mev
static = bare / 3 * sum(T2_MATRICES)
assert np.isclose(np.ptp(np.linalg.eigvalsh(static)), bare)
strained = eigvalsh(full_h + np.kron(np.eye(len(full_h) // 3), static),
                    subset_by_index=[0, 3])
triplet_split = strained[2] - strained[0]
assert 0 < triplet_split < bare
print(f"trigonal strain, bare splitting {strain_mev:.2f} meV: "
      f"triplet splits by {triplet_split * phonon_mev:.4f} meV")

for temperature in (4.0, 300.0):
    thermal_mev = const.k * temperature / mev
    boltzmann = np.exp(-(levels - levels[0]) * phonon_mev / thermal_mev)
    populations = boltzmann / boltzmann.sum()
    print(f"T = {temperature:.0f} K: kT = {thermal_mev:.3f} meV, "
          f"population of T2 {populations[:3].sum():.4f}, "
          f"of A1 {populations[3]:.3e}")

# Stiffer phonon at the same Jahn-Teller energy
stiff_mev = 1.1 * phonon_mev
k_stiff = np.sqrt(1.5 * jt_mev / stiff_mev)
stiff = splitting(a_block, t_block, [k_stiff] * 3, 24)[0] * stiff_mev
print(f"phonon energy {stiff_mev:.1f} meV, same E_JT: "
      f"splitting = {stiff:.4f} meV")

# Neglected e modes: five oscillators of equal frequency
k_e = np.sqrt(2 * e_mode_jt_mev / phonon_mev)
e_found = minimize(surface, [-0.8, 0.1], args=(E_MATRICES, k_e),
                   method="Nelder-Mead", options=options)
assert abs(e_found.fun + e_mode_jt_mev / phonon_mev) < 1e-8
five_modes = T2_MATRICES + E_MATRICES
a_five = build(five_modes, 13, A_LABEL)
t_five = build(five_modes, 13, T_LABEL)
strengths = [k_ex] * 3 + [k_e] * 2
coarse = splitting(a_five, t_five, strengths, 11)
fine = splitting(a_five, t_five, strengths, 13)
check_symmetry(a_five, t_five, fine[2][3], fine[3][3])
assert abs(fine[0] - coarse[0]) * phonon_mev < 0.02
print(f"with e modes of E_JT {e_mode_jt_mev:.1f} meV: splitting = "
      f"{coarse[0] * phonon_mev:.3f} (N = 11), "
      f"{fine[0] * phonon_mev:.3f} (N = 13) meV")

print("all tests passed")
```

Running it gives:

```
phonon energy 40.0 meV, E_JT 80.0 meV, mass 12.0 u
coupling k = 1.7321, k^2 = 3.000 (dimensionless)
oscillator length = 9.332 pm
force F = 7.424 eV/nm
distance of a well from the centre = 18.66 pm
barrier between wells = 20.00 meV
well curvatures / (M w^2) = 0.6667, 0.6667, 1.0000
weak coupling: (1 - splitting)/k^2 = 0.9957 at k = 0.05
E_JT = 1 hbar w: splitting 0.432990 (oscillators), 0.432990 (grid) hbar w
cutoff history of the example: N, basis size, E(T2), E(A1), splitting in meV
   2    30  -12.91503   20.00000  32.91503
   4   105  -26.54717  -13.67812  12.86905
   6   252  -29.36508  -19.85991   9.50517
   8   495  -29.73277  -20.77774   8.95503
  10   858  -29.75944  -20.85607   8.90337
  12  1365  -29.76061  -20.85997   8.90063
  16  2907  -29.76064  -20.86010   8.90054
  20  5313  -29.76064  -20.86010   8.90054
scan: E_JT/hw, N needed, splitting/hw, error bound/hw, true error/hw, mean phonons, well estimate/hw
  0.5  8 0.614555 1.7e-05 5.6e-07  0.533 0.800853
  1.0 10 0.432990 1.4e-05 4.7e-07  0.929 0.584962
  2.0 14 0.222513 2.4e-06 5.6e-08  1.728 0.259490
  3.0 16 0.107973 8.5e-06 1.3e-07  2.655 0.098902
  4.0 20 0.048405 8.8e-07 6.1e-09  3.679 0.034443
  6.0 26 0.008207 1.8e-07 2.1e-10  5.758 0.003579
frozen cutoff N = 6 at E_JT = 6 hw: splitting 0.057405 hw instead of 0.008207 hw
example: converged splitting = 8.9005 meV = 2.1521 THz
trigonal strain, bare splitting 1.00 meV: triplet splits by 0.6484 meV
T = 4 K: kT = 0.345 meV, population of T2 1.0000, of A1 2.035e-12
T = 300 K: kT = 25.852 meV, population of T2 0.3519, of A1 8.312e-02
phonon energy 44.0 meV, same E_JT: splitting = 11.0779 meV
with e modes of E_JT 20.0 meV: splitting = 10.051 (N = 11), 10.050 (N = 13) meV
all tests passed
```
